# Anisotropy Gap and Ordering Temperature of a Two-Dimensional Honeycomb Ferromagnet

Someone who computes the ordering temperature of a magnetic monolayer from first principles must decide how much effort to spend on the spin-orbit part. A scalar-relativistic calculation gives the isotropic exchange $J$ but no anisotropy, and then, for an infinite layer with short-range exchange and no dipolar coupling, the ordering temperature is zero. With spin-orbit coupling there is a small magnon gap $\Delta$, costly to converge because it is a small difference of large energies. The result below, obtained in a random-phase approximation, says that order along the normal to the layer needs a positive gap, but that for $\Delta\ll JS$, with $S$ the spin, its size enters only through a logarithm. In that regime a modest error in $\Delta$ costs less than the same relative error in $J$.

## Back-of-envelope argument

At long wavelength a ferromagnetic magnon has energy $\varepsilon\approx\Delta+Dk^2$, with $D\sim JSa^2$ for spin $S$ and lattice constant $a$. Temperatures $T$ are written as energies, $k_BT\to T$. In two dimensions the number of states per unit energy is constant, of order $1/(JS)$ per site. A mode with $\varepsilon\ll T$ holds about $T/\varepsilon$ magnons, and each magnon lowers the total spin by one. The loss of moment per site is therefore

$$
\delta m\sim\frac{1}{JS}\int_{\Delta}^{JS}\frac{T}{\varepsilon}\,d\varepsilon=\frac{T}{JS}\ln\frac{JS}{\Delta}.
$$

For $\Delta\to0$ this diverges at any $T>0$. For $\Delta>0$ it is finite, and order is lost when $\delta m\sim S$:

$$
T_c\sim\frac{JS^2}{\ln(JS/\Delta)} .
$$

For $S$ of order one this is $J/\ln(J/\Delta)$. The argument leaves open the prefactor, the number inside the logarithm, and whether independent magnons may be used where the moment vanishes.

## Model and exact magnon energies

Take a honeycomb lattice with three neighbours per site and count each bond once:

$$
H=-J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j-\lambda\sum_{\langle ij\rangle}S_i^zS_j^z,\qquad J,\lambda>0 .
$$

The second term is the relativistic one. It makes $z$, the normal to the layer, an easy axis. On a bond $\mathbf S_i\cdot\mathbf S_j\le S^2$ and $S_i^zS_j^z\le S^2$, and the state with all spins along $z$ reaches both limits on every bond. It is therefore a ground state.

Lower one spin by one unit. On each of its three bonds $S_i^zS_j^z$ changes from $S^2$ to $S(S-1)$, which costs $(J+\lambda)S$, in total $3(J+\lambda)S$. The transverse part $-\tfrac J2(S_i^+S_j^-+S_i^-S_j^+)$ moves the lowered spin to a neighbour with amplitude $-\tfrac J2\,(2S)=-JS$. With two sites per cell, the Bloch matrix has equal diagonal elements $3(J+\lambda)S$ and off-diagonal elements $-JS\gamma_k$ and its conjugate, where $\gamma_k=1+e^{i\theta_1}+e^{i\theta_2}$ and $\theta_{1,2}=\mathbf k\cdot\mathbf a_{1,2}$. Hence

$$
\varepsilon_\pm=S\,w_\pm,\qquad w_\pm=3(J+\lambda)\pm J|\gamma_k|,
$$

$$
|\gamma_k|^2=3+2\cos\theta_1+2\cos\theta_2+2\cos(\theta_1-\theta_2).
$$

The largest $|\gamma_k|$ is 3, at $k=0$, so the gap is $\Delta=3\lambda S$. These one-magnon energies are exact for this model, and diagonalization of an eight-site spin-3/2 cluster confirms them.

The gap can be linked to a total-energy calculation. Per site there are $3/2$ bonds. Turning all spins from $z$ into the plane removes the energy $-\tfrac32\lambda S^2$, so the anisotropy energy per site is $\tfrac32\lambda S^2=\tfrac12\Delta S$. The relation $\tfrac12\Delta S$ also holds for a single-ion term $-A\sum_i(S_i^z)^2$, whose gap is $A(2S-1)$, provided the in-plane energy is the quantum expectation value in the rotated product state. It need not hold for anisotropy of higher order in the spin components.

## Divergence and its removal

For small $k$, expand the cosines: $|\gamma_k|^2\approx9-[\theta_1^2+\theta_2^2+(\theta_1-\theta_2)^2]$. The vectors $\mathbf a_1$, $\mathbf a_2$ and $\mathbf a_1-\mathbf a_2$ have length $a$ and lie along directions $60^\circ$ apart, so the bracket is $\tfrac32a^2k^2$. Thus $|\gamma_k|\approx3-\tfrac14a^2k^2$ and

$$
\varepsilon_-\approx\Delta+Dk^2,\qquad D=\tfrac14JSa^2 .
$$

At $T\ll JS$ the lower branch near $k=0$ dominates. The cell area is $A=\tfrac{\sqrt3}{2}a^2$, and the factor $\tfrac12$ below converts from cells to sites. With $k\,dk=d\varepsilon/(2D)$,

$$
\delta m=\frac A2\int\frac{d^2k}{4\pi^2}\,\frac1{e^{\varepsilon_-/T}-1}
=\frac{A}{8\pi D}\int_\Delta^\infty\frac{d\varepsilon}{e^{\varepsilon/T}-1}.
$$

The antiderivative is $T\ln(1-e^{-\varepsilon/T})$, which vanishes at infinity, and $A/(8\pi D)=\sqrt3/(4\pi JS)$. So

$$
\delta m=-\frac{\sqrt3\,T}{4\pi JS}\ln\!\left(1-e^{-\Delta/T}\right)\approx\frac{\sqrt3\,T}{4\pi JS}\ln\frac T\Delta\quad(\Delta\ll T).
$$

Without a gap, a finite lattice of $L\times L$ cells supplies its own cutoff. The smallest nonzero magnon energy scales as $1/L^2$, so doubling $L$ adds $\ln4$ to the logarithm and

$$
\delta m(2L)-\delta m(L)=\frac{\sqrt3\,T\ln2}{2\pi JS}
$$

for large $L$. This step comes from modes with $\varepsilon\ll T$, so it does not need $T\ll JS$. The uniform $k=0$ mode is left out of the gapless sum, because it rotates the whole magnet without cost.

This unbounded growth is the spin-wave sign of the Mermin-Wagner theorem. It is not a proof of the theorem, since it treats the magnons as independent. What the gap does to the theorem is simple: $\lambda\neq0$ breaks the continuous rotation symmetry that could turn the moment away from $z$, so the theorem no longer forbids a moment along $z$.

## Ordering temperature with softened magnons

Near $T_c$ the moment is small and the magnons soften, so the independent-magnon formula cannot be trusted there. The random-phase, or Tyablikov, closure includes the softening. From $[S^+,S^-]=2S^z$ and $[S^+,S^z]=-S^+$,

$$
[S_i^+,H]=\sum_{j}\left[-J\,S_i^zS_j^+ +(J+\lambda)\,S_i^+S_j^z\right],
$$

with $j$ running over the neighbours of $i$. The approximation is to replace each $S^z$ by its mean $m$. The equations become linear, with the earlier Bloch matrix multiplied by $m/S$. The mode energies are

$$
E_\pm=m\,w_\pm .
$$

Next, $m$ must be found from these energies. Suppose an operator obeys $[A,H]=EA$. Then $AH=(H+E)A$, so $e^{-H/T}A=e^{E/T}Ae^{-H/T}$, and the cyclic property of the trace gives $\langle AB\rangle=e^{E/T}\langle BA\rangle$ for any $B$. Therefore

$$
\langle BA\rangle=\frac{\langle[A,B]\rangle}{e^{E/T}-1}.
$$

Expand $S_i^+$ in the normal modes. Each mode has the same weight on every site, because of translation symmetry and the equal diagonal elements of the Bloch matrix. Choose $B=f(S_i^z)S_i^-$ with an arbitrary function $f$. Applying the relation mode by mode and transforming back to sites gives a sum over $j$ of $\langle[S_j^+,B]\rangle$, and since $B$ acts only on site $i$, only the term $j=i$ survives, weighted by the mode average of the Bose factor:

$$
\langle f(S^z)S^-S^+\rangle=\Phi\,\langle[S^+,f(S^z)S^-]\rangle,\qquad
\Phi=\left\langle\frac1{e^{mw/T}-1}\right\rangle_{k,\pm}.
$$

The last average runs over the zone and both branches. Let $p_M$ be the probability of $S^z=M$ on a site, and $c_M=S(S+1)-M(M+1)$. The left side is $\sum_M f(M)c_Mp_M$. In the commutator, $S^+fS^-$ contributes $\sum_M f(M-1)c_{M-1}p_M=\sum_M f(M)c_Mp_{M+1}$ after a shift of the index. Since $f$ is arbitrary and $c_M\neq0$ for $M<S$,

$$
p_M=\Phi\,(p_{M+1}-p_M)\quad\Rightarrow\quad\frac{p_{M+1}}{p_M}=\frac{1+\Phi}{\Phi}\equiv e^x .
$$

The site behaves like a single spin in an effective field, $p_M\propto e^{xM}$, and $m=\sum_M Mp_M$ closes the equations for any $S$.

As $m\to0$ every $E_\pm$ goes to zero, so $1/(e^{E/T}-1)\to T/E$ for all modes, however wide the original magnon band was. Then

$$
\Phi\to\frac{TW}{m},\qquad W=\left\langle\frac1w\right\rangle_{k,\pm},\qquad x\to\frac1\Phi .
$$

For small $x$, $m\approx x\,\overline{M^2}=xS(S+1)/3$, where the bar is the average over equally likely $M$. Combining these, $m=S(S+1)\,m/(3TW)$, and a small moment can exist at

$$
T_c=\frac{S(S+1)}{3W}.
$$

## The logarithm and its constant

Write $\delta=\Delta/(JS)=3\lambda/J$ and $h=3+\delta$, so that $w_\pm=J(h\pm|\gamma_k|)$. Half the sum of the two reciprocals is

$$
\frac12\left(\frac1{w_+}+\frac1{w_-}\right)=\frac{h}{J\,(h^2-|\gamma_k|^2)} .
$$

Set $x=\theta_1$ (now an angle) and $c=\cos x$. Since $2\cos\theta_2+2\cos(\theta_2-x)=4\cos\frac x2\cos(\theta_2-\frac x2)$, the average over $\theta_2$ has the form $\frac1{2\pi}\int_0^{2\pi}d\theta/(P-Q\cos\theta)=1/\sqrt{P^2-Q^2}$, with $P=h^2-3-2c$ and $Q^2=16\cos^2\frac x2=8(1+c)$. Thus

$$
W=\frac{h}{\pi J}\int_0^\pi\frac{dx}{\sqrt{(h^2-3-2c)^2-8(1+c)}} .
$$

For small $\delta$, $h^2-3\approx6+\eta$ with $\eta=6\delta$. At $\eta=0$ the radicand is $4(7-c)(1-c)$, which vanishes at $x=0$ and is the source of the logarithm. Split the integral at $s$ with $\sqrt\eta\ll s\ll1$.

For $x<s$ the radicand is $12x^2+8\eta$, and

$$
\int_0^s\frac{dx}{\sqrt{12x^2+8\eta}}\approx\frac1{\sqrt{12}}\ln\!\left(s\sqrt{\frac6\eta}\right).
$$

For $x>s$ set $\eta=0$. With $v=\cos(x/2)$ one has $1-c=2(1-v^2)$, $7-c=2(4-v^2)$ and $dx=-2\,dv/\sqrt{1-v^2}$, so

$$
\int_s^\pi\frac{dx}{2\sqrt{(7-c)(1-c)}}=\int_0^{\cos(s/2)}\frac{dv}{2(1-v^2)\sqrt{4-v^2}}
=\frac1{2\sqrt3}\,\mathrm{artanh}\,y,
$$

where $y=\sqrt3\,v/\sqrt{4-v^2}$ is taken at the upper limit. There $1-y^2=4(1-v^2)/(4-v^2)\approx s^2/3$, and $\mathrm{artanh}\,y\approx\frac12\ln[4/(1-y^2)]=\frac12\ln(12/s^2)$. The outer part is therefore $\frac1{\sqrt{12}}\ln(\sqrt{12}/s)$. In the sum $s$ cancels:

$$
\frac1{\sqrt{12}}\ln\sqrt{\frac{72}{\eta}}=\frac1{4\sqrt3}\ln\frac{12}{\delta}.
$$

Multiplying by $h/(\pi J)\approx3/(\pi J)$ gives

$$
W\approx\frac{\sqrt3}{4\pi J}\ln\frac{12JS}{\Delta},\qquad
T_c\approx\frac{4\pi}{3\sqrt3}\,\frac{JS(S+1)}{\ln(12JS/\Delta)}\quad(\Delta\ll JS).
$$

This has the logarithmic form of the envelope result. The random-phase closure supplies constants and puts $S(S+1)$ in place of $S^2$, but these constants belong to the closure and are not exact. For classical unit vectors the spin stiffness is $\rho=J/\sqrt3$, and the scaling theory of the continuum model gives $T_c\to4\pi\rho/\ln(J/\Delta)$ as $\Delta\to0$. That leading prefactor is three times the random-phase one, and it comes with large corrections beside the logarithm.

## A worked example with $S=3/2$

Take spins $S=3/2$ with the round choices $J=2$ meV and $\lambda=0.1$ meV, which are not derived for any compound. Then $JS=3$ meV, and

$$
\Delta=3(0.1)(1.5)=0.45\ \text{meV},\qquad\ln\frac{12(3)}{0.45}=\ln80=4.38 .
$$

With $S(S+1)=3.75$, the formula gives

$$
T_c\approx\frac{4\pi(2)(3.75)}{3\sqrt3\,(4.38)}\ \text{meV}=4.14\ \text{meV},
$$

or 48 K. The full lattice sum, $W=0.297$ meV$^{-1}$, gives $3.75/(3\times0.297)=4.21$ meV, or 49 K. The logarithm is thus good to about 2% of the random-phase value. Solving the full self-consistency equation at $m=0.001$ returns the same 4.21 meV.

The divergence is visible at $T=4$ meV. Without a gap the formal loss per site rises from 1.916 at $L=300$ to 2.171 at $L=600$, a step of 0.255 that agrees with the formula. Both losses exceed $S$, so they signal a breakdown and are not physical moments. With the gap the loss is 0.46.

## Comparison of the estimates

**Independent magnons.** Setting the unsoftened lattice loss equal to $S$ gives 9.7 meV, or 113 K. The classical form of this criterion, $T=S^2/W$, would give $2.25/0.297=7.6$ meV. The difference arises mainly because $1/(e^{\varepsilon/T}-1)\approx T/\varepsilon-\tfrac12$, which changes the condition to $TW/S\approx S+\tfrac12$.

**Mean field.** Here $x=3(J+\lambda)m/T$, and $m=xS(S+1)/3$ gives $T=S(S+1)(J+\lambda)=7.9$ meV, or 91 K. The average of $w$ is $3(J+\lambda)$, and the average of a reciprocal is at least the reciprocal of the average. Hence $W\ge1/[3(J+\lambda)]$, and the random-phase value cannot exceed the mean-field one. Mean field stays finite at $\lambda=0$, so it misses the effect at issue. The independent-magnon value lies above even this, and at more than twice the upper end of the range found in the simulation below, so it is not a useful number here.

**Classical simulation.** Monte Carlo runs for unit vectors, with exchange scaled by $S(S+1)$, share the same random-phase $T_c$ and make no decoupling. At half that temperature the mean $|m_z|$ is 0.80 for both $L=12$ and $L=24$. At 1.5 times it, the value halves when $L$ doubles, as expected for a sum over many uncorrelated regions. These two cases are the tests of order and disorder. The intermediate runs narrow the range: at 0.75 the moment is 0.65 for both sizes, while at 1.00 it falls from 0.19 to 0.09. The classical transition thus appears to lie between 0.75 and 1.00 of the random-phase value, roughly 37 to 49 K after scaling. Two small lattices do not fix it more closely, and quantum corrections to the scaling are not tested.

## What this means for the gap

At fixed $J$, differentiating the logarithmic formula gives

$$
\frac{dT_c}{T_c}=\frac1{\ln(12JS/\Delta)}\,\frac{d\Delta}{\Delta}.
$$

In the example the factor is $1/4.38=0.23$, so a 20% error in the gap changes $T_c$ by about 5%. At fixed $\Delta$ the corresponding factor for $J$ is $1-0.23=0.77$. Larger changes follow the logarithm: lowering the gap tenfold takes the random-phase lattice value from 49 to 32 K, and a hundredfold to 23 K. These sensitivities are those of the closure, which overstates them. In the classical model the transition lies near 0.85 of the random-phase value at $\lambda/J=0.05$ but near 1.1 of it at $\lambda/J=0.005$, a drop of less than 20% where the closure gives 35%. The weaker dependence on the gap strengthens the case for spending the effort on $J$, but the factor 0.23 should not be used as an error bar, and the closure is not an upper bound on $T_c$.

The formula has clear limits. If $\lambda<0$, the expression for $\Delta$ is negative, the state along $z$ is unstable, and the derivation does not apply. If $\Delta$ is comparable with $JS$, the expansion behind the logarithm is no longer justified, and the lattice sum should be used instead. For $\lambda\gg J$ the two branches merge at $w\approx3\lambda$ and the closure reduces to mean field. It is then a poor guide, because replacing $S^z$ by its mean discards the correlations between the $z$ components that remain. Further-neighbour exchange, single-ion anisotropy, dipolar coupling and a substrate are absent from the model and would have to be added before comparison with a real monolayer. The numerical output below lists the random-phase values and the simulation at $\lambda/J=0.05$.

## Calculated quantities

```
Spin S = 1.5
Exchange J = 2.00 meV; anisotropy lambda = 0.10 meV
Magnon gap Delta = 0.450 meV
Top of magnon spectrum = 18.45 meV
Temperature per energy = 11.6045 K/meV
Gapless test kB*T = 4.00 meV
Gapless loss per site, L=300: 1.9165
Gapless loss per site, L=600: 2.1712
Increase from sums: 0.25477
Increase from log formula: 0.25477
Gapped loss per site, same kB*T: 0.4628
Low-T test: kB*T = 0.10 meV, gap = 0.02 meV
  loss, lattice = 0.007875
  loss, continuum = 0.007846
12 J S / Delta = 80.00
ln(12 J S / Delta) = 4.3820
W, lattice sum = 0.29717 1/meV
W, logarithm = 0.30199 1/meV
Tc, RPA lattice = 4.206 meV = 48.8 K
Tc, log formula = 4.139 meV = 48.0 K
Tc, RPA equation solved at m=0.001: 4.206 meV
Mean-field Tc = 7.875 meV = 91.4 K
Linear loss equals S at 9.697 meV = 112.5 K
Gap 0.4500 meV: Tc lattice 48.8 K, log 48.0 K
Gap 0.0450 meV: Tc lattice 31.5 K, log 31.5 K
Gap 0.0045 meV: Tc lattice 23.4 K, log 23.4 K
RPA moment m at 10 K = 1.461 (spin units)
RPA moment m at 20 K = 1.351 (spin units)
RPA moment m at 30 K = 1.164 (spin units)
RPA moment m at 40 K = 0.847 (spin units)
Classical simulation, mean |mz| per unit vector:
  T/Tc(RPA) = 0.50: L=12 0.805, L=24 0.803, ratio 1.00
  T/Tc(RPA) = 0.75: L=12 0.647, L=24 0.649, ratio 1.00
  T/Tc(RPA) = 1.00: L=12 0.194, L=24 0.089, ratio 0.46
  T/Tc(RPA) = 1.50: L=12 0.068, L=24 0.033, ratio 0.49
```
